# Two-Frequency Time-of-Flight Unwrapping and Wrong Wrap Choices Under Phase Noise

## The failure to be controlled

A time-of-flight pixel modulated at 80 MHz reports the same phase for targets at 1.45 m, 3.33 m, 5.20 m and 7.07 m. A second measurement at 100 MHz can single out one of them, but phase noise can make it single out the wrong one. The reported distance is then wrong by more than a metre, although each phase may be in error by only about a third of a radian. Averaging the final distances of neighbouring pixels only dilutes such an error: one wrong value in a $3\times3$ mean still leaves about a ninth of the jump. On a smooth surface, a median of the distances, or averaging the signals before the wraps are chosen, can remove it at the cost of spatial resolution; here we treat a single pixel. We therefore need a rule for choosing the wraps and the probability that it chooses wrongly.

## Phases and the joint range

Light modulated at frequency $f_i$ travels to the target and back, a path $2d$. The modulation phase is therefore $2\pi f_i(2d/c)$, of which the pixel sees
$$\phi_i=\frac{4\pi f_i d}{c}\bmod 2\pi,\qquad f_1=80\ \text{MHz},\quad f_2=100\ \text{MHz}.$$
The greatest common divisor of the frequencies is $f_0=20$ MHz. Write $f_i=M_if_0$, with $M_1=4$ and $M_2=5$, and define
$$D=\frac{c}{2f_0}=7.4948\ \text{m},\qquad U_i=\frac{c}{2f_i}=\frac{D}{M_i},\qquad x=\frac dD.$$
Thus $U_1=1.8737$ m and $U_2=1.4990$ m. The phase in cycles before wrapping is $2f_id/c=M_ix$. Raising $x$ by 1 adds 4 cycles at one frequency and 5 at the other, so both measured phases repeat. Distance can be found only modulo $D$, the "7.5 metre" range. A target at 9.0 m appears at 1.5052 m.

## Finding the two integers

Let $p_i=\phi_i/2\pi$, with $0\le p_i<1$. Without noise, $M_ix=n_i+p_i$ with integer $n_i$. Eliminate $x$ by multiplying the first relation by 5 and the second by 4; both left sides become $20x$:
$$5(n_1+p_1)=4(n_2+p_2).$$
Collecting the measured quantities on one side gives
$$q\equiv 4p_2-5p_1=5n_1-4n_2\equiv k .$$
The measured combination $q$ is therefore an integer. It yields both wraps by reduction. Modulo 4, $5\equiv1$ and $4\equiv0$, so $k\equiv n_1$. Modulo 5, $5\equiv0$ and $-4\equiv1$, so $k\equiv n_2$. With noise, $q$ is no longer an integer and is rounded. The algorithm is:

1. Compute $q=4p_2-5p_1$ and $k=\mathrm{round}(q)$.
2. Set $n_1=k\bmod4$ and $n_2=k\bmod5$, both non-negative.
3. Form $d_i=U_i(n_i+p_i)$.
4. Average $d_1$ and $d_2$ on a circle of circumference $D$, with the weights derived below.

For the noiseless phases at 5.2 m, $p_1=0.7753$ and $p_2=0.4691$. Then $q=1.876-3.876=-2.000$, so $k=-2$, $n_1=2$ and $n_2=3$. Both distances are 5.2000 m.

## What noise does to the integer

Let $\delta_i$ be the phase error in radians. The measured $p_i$ satisfies
$$M_ix+\frac{\delta_i}{2\pi}=m_i+p_i ,$$
where $m_i$ is the integer that belongs to the measured phase. It can differ from the noiseless wrap: if noise carries a phase upward across $2\pi$, $p_i$ falls by nearly 1 and $m_i$ rises by 1. That change is right and harmless. A wrong choice means one that is wrong for the measured phase.

Solve for $p_i$ and insert it in $q$:
$$q=4\left(5x+\frac{\delta_2}{2\pi}-m_2\right)-5\left(4x+\frac{\delta_1}{2\pi}-m_1\right).$$
The terms $20x$ cancel, leaving
$$q=(5m_1-4m_2)+e,\qquad e=\frac{4\delta_2-5\delta_1}{2\pi}.$$
Rounding gives $k=5m_1-4m_2+j$, where $j=\mathrm{round}(e)$. The reductions modulo 4 and 5 then give
$$n_1\equiv m_1+j\pmod 4,\qquad n_2\equiv m_2+j\pmod 5 .$$
Both wraps are right if $j=0$, that is, if $|e|<1/2$. A nonzero $j$ is harmless only when divisible by both 4 and 5, hence by 20, which needs errors far outside the regime treated here.

The signs in $e$ matter. Since $|e|\le(5|\delta_1|+4|\delta_2|)/2\pi$, no wrong choice is possible while both errors are smaller than $\pi/9=0.3491$ rad. Errors of opposite sign reach this limit. Equal errors $\delta_1=\delta_2=\delta$ give only $e=-\delta/2\pi$. A common time delay $\tau$ gives $\delta_i=2\pi f_i\tau$, so $e=4f_2\tau-5f_1\tau=0$: it shifts the distance but leaves the integers alone.

## Probability of a wrong choice

Assume that $\delta_1$ and $\delta_2$ are independent Gaussian errors with zero mean and standard deviations $\sigma_i$ well below $\pi$. Then $e$ is Gaussian with zero mean. Variances add with squared coefficients:
$$\sigma_e^2=\frac{25\sigma_1^2+16\sigma_2^2}{4\pi^2}.$$
With $Q(z)$ the upper-tail probability of a standard normal variable, the two tails $e>1/2$ and $e<-1/2$ give
$$P=2Q\!\left(\frac{1}{2\sigma_e}\right)=2Q\!\left(\frac{\pi}{\sqrt{25\sigma_1^2+16\sigma_2^2}}\right).$$
Distance has dropped out. At fixed phase noise, a target near a phase wrap is no more at risk than any other. In a real scene $P$ does vary with distance, because $\sigma_i$ depends on the returned light.

The rate is steep in the noise. For large $z=1/(2\sigma_e)$, $Q(z)\approx e^{-z^2/2}/(z\sqrt{2\pi})$, so $\ln P\approx-z^2/2-\ln z+\text{constant}$. If both $\sigma_i$ scale with a common factor $\sigma$, then $z\propto1/\sigma$ and
$$\frac{d\ln P}{d\ln\sigma}\approx z^2+1 .$$
At $z=3.356$, the value in the example below, this is about 12: one per cent more phase noise multiplies the rate by about $1.01^{12}$, or roughly 13 per cent more wrong choices. For equal noise at both frequencies, $P=2Q(\pi/(\sqrt{41}\,\sigma))$, which reaches 0.001 at $\sigma=0.1491$ rad.

The price of a longer range follows from the same algebra. For 80 and 90 MHz, $M_1=8$, $M_2=9$ and $f_0=10$ MHz, so the joint range doubles. The coefficients in $e$ become 9 and 8, and $\sqrt{41}$ becomes $\sqrt{145}$. For the same $P$, equal phase noise must be lower by the factor $\sqrt{145/41}=1.88$.

## Why rounding is the best choice, and how to average

Could a weighted search over distances choose better than simple rounding? Let $y_i=n_i+p_i$ for a trial integer pair, and let $r_i=y_i-M_ix$ be the residuals in cycles. For Gaussian errors, maximum likelihood minimizes
$$C=4\pi^2\left(\frac{r_1^2}{\sigma_1^2}+\frac{r_2^2}{\sigma_2^2}\right)$$
over $x$ and the integers. The combination
$$4r_2-5r_1=4y_2-5y_1=q-k,\qquad k=5n_1-4n_2,$$
does not depend on $x$. Write its terms as $(4\sigma_2)(r_2/\sigma_2)-(5\sigma_1)(r_1/\sigma_1)$. The Cauchy–Schwarz inequality then gives
$$(q-k)^2\le(25\sigma_1^2+16\sigma_2^2)\left(\frac{r_1^2}{\sigma_1^2}+\frac{r_2^2}{\sigma_2^2}\right).$$
Equality holds when $r_1:r_2=-5\sigma_1^2:4\sigma_2^2$. Some $x$ attains this, because varying $x$ sweeps the whole line of residuals with the given $q-k$. Hence
$$\min_x C=\frac{4\pi^2(q-k)^2}{25\sigma_1^2+16\sigma_2^2}.$$
Every integer $k$ is available, for instance from $n_1=n_2=k$. The best one is the integer nearest $q$, whatever the two noise levels.

The minimizing $x$ follows from $dC/dx=0$, or $\sum_iM_i(y_i-M_ix)/\sigma_i^2=0$. Solving for $x$,
$$\hat x=\sum_iw_i\frac{y_i}{M_i},\qquad w_i=\frac{M_i^2/\sigma_i^2}{W},\qquad W=\frac{16}{\sigma_1^2}+\frac{25}{\sigma_2^2}.$$
With correct integers, $\hat x-x=\sum_iw_i\delta_i/(2\pi M_i)$. Its variance is
$$\frac{1}{4\pi^2}\sum_i\frac{w_i^2\sigma_i^2}{M_i^2}=\frac{1}{4\pi^2W^2}\sum_i\frac{M_i^2}{\sigma_i^2}=\frac{1}{4\pi^2W},$$
so the distance spread is $\sigma_d=D/(2\pi\sqrt W)$.

Another route uses the 20 MHz beat phase, $b=(p_2-p_1)\bmod1$, as a coarse distance. It predicts $n_1=\mathrm{round}(4b-p_1)\bmod4$. But $4b-p_1$ equals $4p_2-5p_1$ up to a multiple of 4, so the choice is the same. Likewise $5b-p_2$ equals $q$ up to a multiple of 5. The beat route thus has the same wrong-choice rate. Using the beat phase as the final distance, however, would give the larger spread $D\sqrt{\sigma_1^2+\sigma_2^2}/2\pi$.

## Size of the distance error

If $j=\pm1$, each $y_i$ is displaced by $j$, and $d_i$ by $jU_i$. The fused distance jumps by
$$\pm J,\qquad J=w_1U_1+w_2U_2,$$
modulo $D$. To find the spread around the jump, calculate the covariance of the ordinary fused error with $e$:
$$\mathrm{Cov}(\hat x-x,e)=\frac{1}{4\pi^2}\left(-\frac{5w_1\sigma_1^2}{4}+\frac{4w_2\sigma_2^2}{5}\right)=\frac{-20+20}{4\pi^2W}=0 .$$
Jointly Gaussian variables with zero covariance are independent. Selecting the cases with $|e|>1/2$ therefore leaves the ordinary fused error unchanged. In this model the distance errors form a central peak and separate side peaks, all of spread $\sigma_d$. This rests on Gaussian phase errors; with the more accurate phase density derived below, the side peaks of the example are wider, about 3.3 cm against $\sigma_d=2.78$ cm.

A wrong integer does not pull the two distances widely apart. On the circle,
$$\frac{d_1-d_2}{D}=\frac{5y_1-4y_2}{20}=\frac{k-q}{20},$$
and rounding keeps this to at most $1/40$ in size, whether or not the integer is right. The gap is still informative. When $\sigma_e$ is well below 1/2, the Gaussian tail falls so steeply that most failures have $|e|$ just above 1/2, and therefore $|q-k|$ just below 1/2. Rejecting pixels with $|q-k|$ near 1/2 then removes most failures, at the cost of some good pixels. With the phase density derived below, rejecting $|q-k|>0.4$ removes about 90 per cent of the failures and 0.7 per cent of the good pixels in the 5.2 m example ($\sigma_e=0.149$), but only about 58 per cent of the failures and 7 per cent of the good pixels at the 7 m noise level ($\sigma_e\approx0.25$).

## The ends of the range

The small disagreement just found holds on the circle, not on the line. Take $d=0$, $\delta_1=-0.05$ rad and $\delta_2=+0.05$ rad. Then $p_1=0.992$, $p_2=0.008$ and $q=-4.93$, so $k=-5$, $n_1=3$ and $n_2=0$. One distance lies just below $D$ and the other just above zero. With the weights of the example below, their plain mean is 3.412 m, which is meaningless. The remedy is to reduce $d_2-d_1$ to the interval from $-D/2$ to $D/2$, add $w_2$ times this gap to $d_1$, and reduce the sum modulo $D$. The result is 7.4945 m, or $-0.3$ mm on the circle.

Alignment cannot remove the identity of 0 and $D$. For the example's noise, a target at 2 cm is reported at the far end with probability 0.236, even with correct integers. An application that needs a linear range must keep targets several $\sigma_d$ away from both ends or use other information.

## From electrons to phase noise

Let each frequency be sampled at four reference phases. With mean signal $S$ and ambient $b_a$ in electrons per sample, and contrast $m_i$ (from here on no longer the integer used above), the mean samples are
$$A_l=S+b_a+m_iS\cos(\phi_i-l\pi/2),\qquad l=0,1,2,3 .$$
The differences $X=A_0-A_2$ and $Y=A_1-A_3$ have means $2m_iS\cos\phi_i$ and $2m_iS\sin\phi_i$, so the phase is the angle of $(X,Y)$. Shot noise has variance equal to the mean. In each difference the cosine terms cancel from the summed variance, leaving $2(S+b_a+r^2)$ for read noise $r$ in electrons. To first order, the phase error is the noise perpendicular to the phasor divided by its length $2m_iS$:
$$\sigma_i=\frac{\sqrt{2(S+b_a+r^2)}}{2m_iS}=\frac{\sqrt{(S+b_a+r^2)/2}}{m_iS}.$$

## Worked example: a dim pixel at 5.2 m

Take $S=150$, $b_a=300$, $r=10$, $m_1=0.80$ and $m_2=0.70$. The numerator is $\sqrt{550/2}=16.58$, so
$$\sigma_1=\frac{16.58}{120}=0.1382\ \text{rad},\qquad\sigma_2=\frac{16.58}{105}=0.1579\ \text{rad}.$$
Then $25\sigma_1^2+16\sigma_2^2=0.4774+0.3991=0.8765$, and $\sigma_e=\sqrt{0.8765}/2\pi=0.149$ cycles. The margin of half a cycle is 3.356 standard deviations, giving $P=7.92\times10^{-4}$.

Two noise draws show the mechanism. Errors of $+0.10$ and $-0.12$ rad give $e=-0.98/2\pi=-0.156$. Thus $q=-2.156$ still rounds to $-2$. The distances 5.2298 m and 5.1714 m fuse to 5.1980 m, in error by 2 mm.

Errors of $-0.37$ and $+0.36$ rad give $e=3.29/2\pi=0.524$. Now $q=-1.476$ rounds to $-1$, so $n_1=3$ and $n_2=4$. The distances 6.9634 m and 6.7848 m fuse to 6.8661 m, in error by 1.666 m.

The weights are 0.4553 and 0.5447, so $J=0.4553(1.8737)+0.5447(1.4990)=1.670$ m. The fused spread is 2.78 cm, against 25.0 cm from the beat phase alone. A simulation of three million Gaussian phase pairs gave a mean jump of 1.6698 m and a spread of 2.75 cm about it. Its error rate agreed with the formula to the printed digits. With roughly 2400 wrong choices, the statistical uncertainty is about 2 per cent, so agreement that close is partly luck.

## The tails are not Gaussian

The first-order noise law treats an angle as a straight-line displacement. For a better rate, scale the phasor so that each noise component has unit variance and its length is $g=1/\sigma$. In polar coordinates, the density of the phase error is
$$p(\delta)=\int_0^\infty\frac{R}{2\pi}\,e^{-(R^2-2Rg\cos\delta+g^2)/2}\,dR .$$
Put $a=g\cos\delta$. The bracket in the exponent is $(R-a)^2+g^2\sin^2\delta$. Substituting $t=R-a$ gives
$$\int_{-a}^{\infty}(t+a)e^{-t^2/2}dt=e^{-a^2/2}+a\sqrt{2\pi}\,\Phi(a),$$
where $\Phi=1-Q$. Since $a^2+g^2\sin^2\delta=g^2$,
$$p(\delta)=\frac{e^{-g^2/2}}{2\pi}+\frac{g\cos\delta}{\sqrt{2\pi}}\,\Phi(g\cos\delta)\,e^{-g^2\sin^2\delta/2}.$$
For large $g$ and small $\delta$ the second term dominates. The logarithm of its ratio to the Gaussian density is
$$\ln\cos\delta+\frac{g^2}{2}(\delta^2-\sin^2\delta)\approx-\frac{\delta^2}{2}+\frac{g^2\delta^4}{6}.$$
This is positive for $|\delta|>\sqrt3\,\sigma$: the far tails are heavier. The most probable failing pair has $\delta_1:\delta_2=-5\sigma_1^2:4\sigma_2^2$, which here means errors of about $2.5\sigma_1$ and $2.3\sigma_2$, both in that region.

Integrating the two densities over $|4\delta_2-5\delta_1|>\pi$ gives $P=1.09\times10^{-3}$, 1.38 times the Gaussian value. A simulation of two million pixels, with Poisson electrons and Gaussian read noise, gave $1.08\times10^{-3}$. In a uniform $640\times480$ image the expected number of wrong pixels rises from 243 to 336.

Now let the signal fall as $1/d^2$, as for a diffuse surface that fills the pixel's view, with ambient light, read noise and contrasts held fixed:

| $d$ (m) | $S$ (electrons) | $P$, Gaussian | $P$, phase density |
|---|---|---|---|
| 4 | 253.5 | $2.0\times10^{-7}$ | $3.7\times10^{-7}$ |
| 5 | 162.2 | $3.3\times10^{-4}$ | $4.7\times10^{-4}$ |
| 6 | 112.7 | $9.0\times10^{-3}$ | $1.14\times10^{-2}$ |
| 7 | 82.8 | $4.8\times10^{-2}$ | $5.8\times10^{-2}$ |

The phase density treats the noise in $X$ and $Y$ as Gaussian. With Poisson electrons the 4 m entry falls by about 5 per cent, to $3.5\times10^{-7}$; the other entries move by about 1 per cent or less. The joint range is thus a limit of ambiguity, not a promise of reliable distance. Under these conditions more than 5 per cent of pixels fail at 7 m.

## Systematic phase errors

If systematic errors displace the mean of $e$ by $\beta$, the distances to the two rounding limits become unequal:
$$P=Q\!\left(\frac{1/2-\beta}{\sigma_e}\right)+Q\!\left(\frac{1/2+\beta}{\sigma_e}\right).$$
The following rates use this Gaussian formula and are to be compared with $7.92\times10^{-4}$.

**Second return.** Light of relative amplitude $\rho$ from an extra distance $L$ (half the extra path) multiplies the phasor by $z_i=1+\rho e^{4\pi if_iL/c}$. Its angle is the phase error. If the extra shot noise of the added light is neglected, the noise becomes $\sigma_i/|z_i|$. For $\rho=0.10$ and $L$ up to 3 m, the largest offset is $\beta=-0.130$, at $L=2.50$ m. The rate is then $9.0\times10^{-3}$, eleven times higher. With the 15 extra electrons per sample included in the shot noise, it would be about $9.8\times10^{-3}$.

**Third harmonic.** Add $h\cos[3(\phi-l\pi/2)]$ to the normalized samples. The half-differences become $\cos\phi+h\cos3\phi$ and $\sin\phi-h\sin3\phi$, so the phasor is $e^{i\phi}(1+he^{-4i\phi})$. For $h=0.03$ the offset reaches 0.042 cycles, and the rate averaged over the range is $9.1\times10^{-4}$, a rise of 15 per cent; at the worst distance it is $1.3\times10^{-3}$. This $h$ is small. Ideal square-wave modulation and demodulation give a triangular correlation, with $h=1/9$ and higher odd harmonics; uncalibrated, it gives an average rate of $2.0\times10^{-3}$ and up to $5.5\times10^{-3}$ at the worst distance.

**Motion.** If movement during each capture is neglected, a displacement $\Delta$ between the captures adds $\delta_2=2\pi(5\Delta/D)$, hence $\beta=20\Delta/D$. At 1 m/s and 5 ms, $\beta=0.0133$ and the rate rises by 5 per cent. A displacement of $D/40=18.7$ cm reaches the rounding limit without any noise.

These parameters are round values chosen for illustration. The signal is deliberately weak; near or bright targets can return far more electrons. Real scenes and devices break the assumption of unbiased phases. At the sizes chosen here, the second return raises the rate most ($9.0\times10^{-3}$ at its worst separation, $2.3\times10^{-3}$ averaged over $L$ up to 3 m), though uncalibrated harmonics of square-wave size would be comparable. Calibrating the pixel alone cannot remove the second return, because it depends on the scene. A noise budget based on $P$ therefore applies to static, single-return pixels with calibrated phases, and even there the Gaussian formula is too low, by factors of about 1.2 to 1.9 in the distance table above. The remaining intermediate values are in the numerical output.

## Computed values

```
ranges: 80 MHz 1.8737 m, 100 MHz 1.4990 m, joint 7.4948 m
target distance 5.200 m
noiseless: phase errors +0.00, +0.00 rad
  phases 4.8711, 2.9472 rad; p 0.7753, 0.4691
  4p2-5p1 = -2.0000, k = -2, n1 = 2, n2 = 3
  d1 5.2000 m, d2 5.2000 m, fused 5.2000 m
good: phase errors +0.10, -0.12 rad
  phases 4.9711, 2.8272 rad; p 0.7912, 0.4500
  4p2-5p1 = -2.1560, k = -2, n1 = 2, n2 = 3
  d1 5.2298 m, d2 5.1714 m, fused 5.1980 m
failed: phase errors -0.37, +0.36 rad
  phases 4.5011, 3.3072 rad; p 0.7164, 0.5264
  4p2-5p1 = -1.4764, k = -1, n1 = 3, n2 = 4
  d1 6.9634 m, d2 6.7848 m, fused 6.8661 m
guaranteed margin per phase 0.3491 rad
electrons per sample: signal 150, ambient 300
read noise 10 e; contrasts 0.80, 0.70
phase noise, first order: 0.1382, 0.1579 rad
phase noise, electron simulation: 0.1395, 0.1599 rad
spread of e 0.1490 cycles
half-integer margin / spread 3.356
wrong-integer rate, Gaussian formula 7.920e-04
wrong-integer rate, Gaussian simulation 7.920e-04
wrong-integer rate, exact phase density 1.093e-03
wrong-integer rate, electron simulation 1.083e-03
exact-density rate / Gaussian rate 1.380
wrong pixels of 307200: Gaussian 243, exact density 336
fusion weights 0.4553, 0.5447; fused spread 2.78 cm
spread from beat phase alone 25.03 cm
jump: formula 1.6696 m, simulation 1.6698 m
spread about the jump, simulation 2.75 cm
equal phase noise for Gaussian rate 0.001: 0.1491 rad
distance m, signal e, noise rad (2), Gaussian rate, exact density
  4.0  253.5  0.0891  0.1019  1.97e-07  3.71e-07
  5.0  162.2  0.1292  0.1476  3.31e-04  4.72e-04
  6.0  112.7  0.1776  0.2030  9.04e-03  1.14e-02
  7.0  82.8  0.2346  0.2681  4.81e-02  5.77e-02
second return 0.10: worst extra distance 2.498 m
  offset of e -0.1302 cycles, rate 8.99e-03
third harmonic 0.03: largest offset 0.0421 cycles, mean rate 9.10e-04
motion 1.0 m/s for 5 ms: offset 0.0133 cycles, rate 8.31e-04
displacement that alone forces an error 18.74 cm
range end, errors -0.05, +0.05 rad at d=0: plain mean 3.412 m, aligned 7.4945 m
target at 2 cm put at far end: fraction 0.236
target at 9.0 m appears at 1.5052 m
```
